# Positronium in a magnetic field: singlet-triplet mixing and the quenched lifetime: test program

```python
"""Positronium (n=1, L=0, at rest) in a static magnetic field B along z.

Result under test: the field couples only |S=1,m=0> and |S=0,m=0>, with
matrix element V = g*muB*B.  With splitting Delta and x = 2V/Delta,
    E(+/-) = Delta/2 * (1 +/- sqrt(1+x^2)),   E(m=+1) = E(m=-1) = Delta,
    rate of upper m=0 state = gamma_t*(1-s) + gamma_s*s,
    s = (1 - 1/sqrt(1+x^2))/2   (singlet admixture).
gamma_t, gamma_s: triplet and singlet annihilation rates at B = 0.
All Hamiltonians are divided by hbar (unit rad/s); spins are in units of hbar.
The inputs Delta, gamma_t, gamma_s are leading-order QED values.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import brentq

hbar, alpha = const.hbar, const.alpha
mc2 = const.m_e * const.c**2
muB = const.physical_constants["Bohr magneton"][0]
g = abs(const.physical_constants["electron g factor"][0])

delta = 7 / 12 * alpha**4 * mc2 / hbar
gamma_s = alpha**5 * mc2 / (2 * hbar)
gamma_t = 2 * (np.pi**2 - 9) * alpha**6 * mc2 / (9 * np.pi * hbar)
zeeman_per_tesla = g * muB / hbar
to_GHz = 1 / (2 * np.pi * 1e9)

# Spin operators in the product basis (electron, positron): uu, ud, du, dd
sx = np.array([[0, 1], [1, 0]], complex) / 2
sy = np.array([[0, -1j], [1j, 0]]) / 2
sz = np.diag([0.5, -0.5]).astype(complex)
one = np.eye(2)
electron = [np.kron(s, one) for s in (sx, sy, sz)]
positron = [np.kron(one, s) for s in (sx, sy, sz)]
S_squared = sum((a + b) @ (a + b) for a, b in zip(electron, positron))
P_triplet = S_squared / 2
P_singlet = np.eye(4) - P_triplet
decay = gamma_t * P_triplet + gamma_s * P_singlet


def zeeman(B, g_electron=g, g_positron=g):
    """-mu.B/hbar for opposite charges."""
    return muB * B / hbar * (g_electron * electron[2] - g_positron * positron[2])


def hamiltonian(B, **g_factors):
    return delta * P_triplet + zeeman(B, **g_factors)


def numerical_m0_states(B):
    """Complex eigenvalues and vectors of lower and upper m=0 states, B > 0."""
    values, vectors = np.linalg.eig(hamiltonian(B) - 0.5j * decay)
    low, high = np.argmin(values.real), np.argmax(values.real)
    return values[[low, high]], vectors[:, [low, high]]


def mixing(B):
    x = 2 * zeeman_per_tesla * B / delta
    return x, (1 - 1 / np.sqrt(1 + x**2)) / 2


def quenched_rate(B):
    s = mixing(B)[1]
    return gamma_t * (1 - s) + gamma_s * s


def partner_rate(B):
    s = mixing(B)[1]
    return gamma_s * (1 - s) + gamma_t * s


# Matrix elements in the coupled basis |1,1>, |1,0>, |1,-1>, |0,0>
r = 1 / np.sqrt(2)
coupled = np.array([[1, 0, 0, 0], [0, r, r, 0], [0, 0, 0, 1], [0, r, -r, 0]]).T
assert np.allclose(S_squared @ coupled, coupled * np.array([2, 2, 2, 0]))
elements = coupled.T @ zeeman(1.0) @ coupled / zeeman_per_tesla
expected = np.zeros((4, 4))
expected[1, 3] = expected[3, 1] = 1
assert np.allclose(elements, expected, atol=1e-12)

# Energy levels from weak to strong field
for B in (0.05, 0.5, 2.0, 10.0, 50.0):
    x = mixing(B)[0]
    root = np.sqrt(1 + x**2)
    levels = np.sort([delta * (1 - root) / 2, delta, delta, delta * (1 + root) / 2])
    assert np.allclose(np.linalg.eigvalsh(hamiltonian(B)), levels,
                       rtol=1e-10, atol=1e-11 * delta)

# Weak field: shifts are quadratic, with coefficient V^2/Delta
zero_levels = np.array([0, delta, delta, delta])
B_weak = 0.01
shift_1 = np.linalg.eigvalsh(hamiltonian(B_weak)) - zero_levels
shift_2 = np.linalg.eigvalsh(hamiltonian(2 * B_weak)) - zero_levels
quadratic = (zeeman_per_tesla * B_weak)**2 / delta
assert np.allclose(shift_1 / quadratic, [-1, 0, 0, 1], atol=1e-4)
assert np.allclose(shift_2 / quadratic, [-4, 0, 0, 4], atol=1e-3)

# Unequal g-factors bring back a linear shift of the m=+1 and m=-1 levels
unequal = np.linalg.eigvalsh(hamiltonian(B_weak, g_positron=0.8 * g))
linear = (g - 0.8 * g) * muB * B_weak / (2 * hbar)
for sign in (1, -1):
    assert np.min(np.abs(unequal - (delta + sign * linear))) < 1e-6 * linear

# Strong field: the m=0 levels become linear with slopes +/- g*muB
strong_slope = (np.linalg.eigvalsh(hamiltonian(201.0))
                - np.linalg.eigvalsh(hamiltonian(199.0))) / 2
assert np.allclose(strong_slope[[0, 3]] / zeeman_per_tesla, [-1, 1], atol=1e-3)

# Decay rates: complex eigenvalues against the admixture formula.
# Neglected terms have relative size (gamma_s/(2 delta))^2, about 1e-5.
largest_difference = 0.0
for B in (0.05, 0.1, 0.2, 0.5, 1.0, 2.0, 5.0, 20.0):
    values, vectors = numerical_m0_states(B)
    low_rate, high_rate = -2 * values.imag
    difference = max(abs(high_rate / quenched_rate(B) - 1),
                     abs(low_rate / partner_rate(B) - 1))
    largest_difference = max(largest_difference, difference)
    state = vectors[:, 1]
    two_photon = gamma_s * np.vdot(state, P_singlet @ state).real
    share = two_photon / np.vdot(state, decay @ state).real
    assert abs(share / (gamma_s * mixing(B)[1] / quenched_rate(B)) - 1) < 1e-4
assert largest_difference < 1e-4

# Weak-field rate, and the common strong-field limit of both m=0 rates
B = 0.02
weak_rate = gamma_t + (gamma_s - gamma_t) * (zeeman_per_tesla * B / delta)**2
assert abs(-2 * numerical_m0_states(B)[0][1].imag / weak_rate - 1) < 1e-4
limit_rate = (gamma_s + gamma_t) / 2
strong_rates = -2 * numerical_m0_states(5000.0)[0].imag
assert np.allclose(strong_rates / limit_rate, 1, atol=2e-3)

# Field that doubles the decay rate of the upper m=0 state
s_double = gamma_t / (gamma_s - gamma_t)
x_double = 2 * np.sqrt(s_double * (1 - s_double)) / (1 - 2 * s_double)
B_double = x_double * delta / (2 * zeeman_per_tesla)
B_root = brentq(lambda b: -2 * numerical_m0_states(b)[0][1].imag / gamma_t - 2,
                0.02, 1.0)
assert abs(B_root / B_double - 1) < 1e-4

# Unpolarized ensemble: direct time evolution against four exponentials
B_example = 0.5
survival = []
for t_ns in (1.0, 20.0, 50.0, 100.0):
    t = t_ns * 1e-9
    U = expm(-1j * t * (hamiltonian(B_example) - 0.5j * decay))
    direct = np.trace(U @ U.conj().T).real / 4
    late = (2 * np.exp(-gamma_t * t) + np.exp(-quenched_rate(B_example) * t)) / 4
    total = late + np.exp(-partner_rate(B_example) * t) / 4
    assert abs(direct / total - 1) < 1e-4
    no_field = (3 * np.exp(-gamma_t * t) + np.exp(-gamma_s * t)) / 4
    survival.append((t_ns, direct, no_field))

# Worked example
x, s = mixing(B_example)
V = zeeman_per_tesla * B_example
print("INPUTS (leading-order QED; free-electron g-factor)")
print(f"g-factor magnitude                     {g:.6f}")
print(f"Bohr magneton                          {muB:.6e} J/T")
print(f"splitting Delta/h                      {delta * to_GHz:.3f} GHz")
print(f"splitting Delta                        {delta * hbar:.5e} J")
print(f"singlet rate gamma_s                   {gamma_s:.5e} 1/s")
print(f"triplet rate gamma_t                   {gamma_t:.5e} 1/s")
print(f"singlet lifetime at B=0                {1e9 / gamma_s:.5f} ns")
print(f"triplet lifetime at B=0                {1e9 / gamma_t:.3f} ns")
print(f"(hbar gamma_s / 2 Delta)^2             {(gamma_s / (2 * delta))**2:.2e}")
print(f"EXAMPLE FIELD                          {B_example:.2f} T")
print(f"coupling V/h                           {V * to_GHz:.4f} GHz")
print(f"x = 2V/Delta                           {x:.5f}")
print(f"singlet admixture sin^2(theta)         {s:.6f}")
levels = np.linalg.eigvalsh(hamiltonian(B_example))
print(f"upper m=0 shift/h, diagonalized        {(levels[3] - delta) * to_GHz:.5f} GHz")
print(f"weak-field shift V^2/(Delta h)         {V**2 / delta * to_GHz:.5f} GHz")
print(f"triplet part gamma_t cos^2(theta)      {gamma_t * (1 - s):.4e} 1/s")
print(f"singlet part gamma_s sin^2(theta)      {gamma_s * s:.4e} 1/s")
print(f"quenched rate                          {quenched_rate(B_example):.4e} 1/s")
print(f"quenched lifetime, formula             {1e9 / quenched_rate(B_example):.3f} ns")
complex_rate = -2 * numerical_m0_states(B_example)[0][1].imag
print(f"quenched lifetime, complex eigenvalue  {1e9 / complex_rate:.3f} ns")
print(f"lower m=0 lifetime                     {1e9 / partner_rate(B_example):.5f} ns")
print("TABLE for the upper m=0 state")
print("B (T)    x        admixture  rate (1/s)  lifetime (ns)  2-photon share")
for B in (0.1, 0.2, 0.5, 1.0, 2.0, 5.0):
    x, s = mixing(B)
    rate = quenched_rate(B)
    print(f"{B:4.1f}  {x:8.5f}  {s:9.6f}  {rate:.4e}  {1e9 / rate:9.3f}"
          f"      {gamma_s * s / rate:.4f}")
print(f"field that doubles the rate            {B_double:.4f} T")
print(f"field where x = 1                      {delta / (2 * zeeman_per_tesla):.3f} T")
print(f"strong-field lifetime of both m=0      {1e9 / limit_rate:.4f} ns")
print(f"largest relative rate difference       {largest_difference:.1e}")
print("SURVIVING FRACTION, unpolarized ensemble")
print("t (ns)   at 0.5 T   at 0 T")
for t_ns, with_field, without_field in survival:
    print(f"{t_ns:5.0f}    {with_field:.5f}    {without_field:.5f}")
print("all assertions hold")
```

Running it gives:

```
INPUTS (leading-order QED; free-electron g-factor)
g-factor magnitude                     2.002319
Bohr magneton                          9.274010e-24 J/T
splitting Delta/h                      204.387 GHz
splitting Delta                        1.35428e-22 J
singlet rate gamma_s                   8.03250e+09 1/s
triplet rate gamma_t                   7.21117e+06 1/s
singlet lifetime at B=0                0.12449 ns
triplet lifetime at B=0                138.674 ns
(hbar gamma_s / 2 Delta)^2             9.78e-06
EXAMPLE FIELD                          0.50 T
coupling V/h                           14.0125 GHz
x = 2V/Delta                           0.13712
singlet admixture sin^2(theta)         0.004635
upper m=0 shift/h, diagonalized        0.95620 GHz
weak-field shift V^2/(Delta h)         0.96068 GHz
triplet part gamma_t cos^2(theta)      7.1777e+06 1/s
singlet part gamma_s sin^2(theta)      3.7231e+07 1/s
quenched rate                          4.4409e+07 1/s
quenched lifetime, formula             22.518 ns
quenched lifetime, complex eigenvalue  22.518 ns
lower m=0 lifetime                     0.12507 ns
TABLE for the upper m=0 state
B (T)    x        admixture  rate (1/s)  lifetime (ns)  2-photon share
 0.1   0.02742   0.000188  8.7192e+06    114.690      0.1731
 0.2   0.05485   0.000750  1.3233e+07     75.569      0.4555
 0.5   0.13712   0.004635  4.4409e+07     22.518      0.8384
 1.0   0.27423   0.017803  1.5009e+08      6.663      0.9528
 2.0   0.54847   0.061609  5.0164e+08      1.993      0.9865
 5.0   1.37117   0.205378  1.6554e+09      0.604      0.9965
field that doubles the rate            0.2189 T
field where x = 1                      3.647 T
strong-field lifetime of both m=0      0.2488 ns
largest relative rate difference       8.2e-06
SURVIVING FRACTION, unpolarized ensemble
t (ns)   at 0.5 T   at 0 T
    1    0.73563    0.74469
   20    0.53570    0.64927
   50    0.37578    0.52297
  100    0.24605    0.36466
all assertions hold
```
